# Biorthogonal Method of Moments and the CR-CC(2,3) Triples Correction, part 1

(Sections cited here and not found follow in the second part.)

## The physical situation

Carbon monoxide has a triple bond with two low-lying $\pi^*$ orbitals, and determinants in which three electrons are promoted together contribute to its energy. Coupled-cluster theory with singles and doubles (CCSD) has no amplitude for them, and in the minimal-basis example below it lies 7.0 mEh above full configuration interaction (FCI) near equilibrium and 43 mEh above it for a stretched bond. A correction built from converged CCSD quantities is wanted. The method of moments gives an exact expression for the missing energy, and CR-CC(2,3) is one definite truncation of it.

## Conventions

Spin orbitals $i,j,k,m,n$ are occupied and $a,b,c,e,f$ empty in the reference determinant $\Phi$; $p^\dagger$ and $p$ create and annihilate. The Hamiltonian is real and two-body, with $g_{pqrs}=\langle pq||rs\rangle$:
$$H=\sum h_{pq}\,p^\dagger q+\tfrac14\sum g_{pqrs}\,p^\dagger q^\dagger s\,r .$$
The cluster operator is $T=T_1+T_2$, $T_1=\sum t_i^a a^\dagger i$, $T_2=\frac14\sum t_{ij}^{ab}a^\dagger b^\dagger j\,i$. Excited determinants are $|K\rangle=\tau_K|\Phi\rangle$; a triple is $a^\dagger b^\dagger c^\dagger kji|\Phi\rangle$ with $i<j<k$, $a<b<c$. Define
$$\bar H=e^{-T}He^{T},\quad E_{CC}=\langle\Phi|\bar H|\Phi\rangle,\quad M_K=\langle K|\bar H|\Phi\rangle .$$
The $M_K$ are the moments; the CCSD equations say $M_K=0$ for ranks 1 and 2. The operators $a$ and $i^\dagger$ destroy $|\Phi\rangle$ and are called q-annihilators. $T$ contains none, so all $\tau_\mu$ commute. The rank of an operator is the change it makes in excitation level.

## The exact formula

Let $\langle\Psi|H=E\langle\Psi|$ in the chosen orbital basis, and assume $\langle\Psi|e^T|\Phi\rangle\neq0$. Define coefficients for all determinants,
$$\ell_K=\frac{\langle\Psi|e^T|K\rangle}{\langle\Psi|e^T|\Phi\rangle},\qquad \ell_0=1,$$
and the bra $\langle\mathcal L|=\sum_K\ell_K\langle K|\propto\langle\Psi|e^T$. Since $e^T\bar H=He^T$,
$$\langle\mathcal L|\bar H=E\langle\mathcal L| .\tag{1}$$
$\langle\mathcal L|$ is a left eigenvector of the non-Hermitian $\bar H$; its right partner is $e^{-T}|\Psi\rangle$, and left and right vectors of different eigenvalues are orthogonal, which is the meaning of biorthogonal. Close (1) with $|\Phi\rangle$ and insert $\bar H|\Phi\rangle=E_{CC}|\Phi\rangle+\sum_{K\ne0}M_K|K\rangle$. The right side is $E\ell_0=E$, the left side is $E_{CC}+\sum_{K\neq0}\ell_KM_K$, and ranks 1 and 2 drop out by the CCSD equations.

The sum also ends above. In $\bar H=H+[H,T]+\frac12[[H,T],T]+\dots$ each commutator is nonzero only if the new $T$ contracts with a q-annihilator of $H$, because the $T$'s commute with each other and with the remaining operators up to cancelling signs. A normal-ordered two-body term with $q$ q-annihilators has $4-q$ creators and rank $(4-q-q)/2=2-q$. It can bind at most $q$ factors of rank at most 2, so the rank lies between $2-q\ge-2$ and $2-q+2q=2+q\le6$. One-body terms span a narrower range. Hence
$$E-E_{CC}=\sum_{\text{rank}\,3}^{6}\ell_KM_K .\tag{2}$$
The moments measure how far $e^T|\Phi\rangle$ fails the Schrödinger equation in the projections that CCSD does not impose, and $\ell_K$ weighs each failure. For two electrons the sum is empty and $E_{CC}$ is an eigenvalue. Truncating $\ell$ leaves the normalization $\ell_0=1$ untouched, so no overlap denominator appears. The rank limit was tested with a random two-body operator and random amplitudes for 7 fermions in 14 orbitals: the largest rank-6 moment is 91 (arbitrary units), the rank-7 moment vanishes to rounding, and the rank-7 component of $He^T|\Phi\rangle$, which keeps uncontracted products, is 20.

## The $\Lambda$ amplitudes

Let $\Lambda=\sum_\mu\lambda_\mu\tau_\mu^\dagger$ over singles and doubles. The functional $\langle\Phi|(1+\Lambda)\bar H|\Phi\rangle=E_{CC}+\sum\lambda_\mu M_\mu$ is stationary in $\lambda$ at the CCSD solution. Because $\partial\bar H/\partial t_\nu=[\bar H,\tau_\nu]$, stationarity in $t_\nu$ requires
$$\langle\Phi|(1+\Lambda)\bar H|\nu\rangle-\langle\Phi|(1+\Lambda)\tau_\nu\bar H|\Phi\rangle=0 .$$
The bra $\langle\Phi|(1+\Lambda)\tau_\nu$ equals $\lambda_\nu\langle\Phi|$ plus possibly singles, which meet vanishing moments, so the second term is $\lambda_\nu E_{CC}$:
$$\langle\Phi|(1+\Lambda)(\bar H-E_{CC})|\nu\rangle=0 .\tag{3}$$
This is (1) confined to ranks 0 to 2 with $E\to E_{CC}$, which makes $1+\Lambda$ the natural estimate of the low-rank part of $\mathcal L$. Stationarity also implies $dE_{CC}/dz=\langle\Phi|(1+\Lambda)e^{-T}(dH/dz)e^T|\Phi\rangle$; for CO at 1.1 Å and the scaling $z$ introduced below, taken at $z=1$ with the constant $\langle\Phi|H-F|\Phi\rangle$ removed from $dH/dz$ so that the derivative is that of the correlation energy, this and a finite difference both give $-0.2596079$ Eh.

## From the exact formula to CR-CC(2,3)

Close (1) with a triple $|K\rangle$, write $\bar H_{JK}=\langle J|\bar H|K\rangle$, and move the diagonal term to the left:
$$\ell_K(E-\bar H_{KK})=\sum_{J\in S,D}\ell_J\bar H_{JK}+\sum_{J\in T,\,J\ne K}\ell_J\bar H_{JK}+\sum_{\text{rank}\ge4}\ell_J\bar H_{JK}.\tag{4}$$
The term $J=0$ is absent because $\bar H$ lowers the rank by at most 2. Four approximations are made: (i) $\ell_J\to\lambda_J$ for singles and doubles; (ii) $E\to E_{CC}$; (iii) ranks 4 and higher are dropped in (4) and in (2); (iv) the coupling between different triples is dropped. With $X_K=\langle\Phi|\Lambda\bar H|K\rangle$, steps (i) to (iii) give a linear system in the triples block $\bar H_{TT}$,
$$\delta_{\rm block}=X\,(E_{CC}-\bar H_{TT})^{-1}M,\tag{5}$$
and step (iv) gives
$$\delta(2,3)=\sum_{K\in T}\frac{X_KM_K}{D_K},\qquad D_K=E_{CC}-\bar H_{KK}.\tag{6}$$
$D_K$ is an Epstein–Nesbet denominator: the full diagonal element stands where Møller–Plesset theory has an orbital-energy difference. $X_KM_K$ is not a square, so $\delta$ has no fixed sign and $E_{CC}+\delta$ is no bound.

## Absorbing $T_1$

From $[a^\dagger i,i^\dagger]=a^\dagger$ and $[a^\dagger i,a]=-i$, and because the results commute with $T_1$,
$$e^{-T_1}i^\dagger e^{T_1}=i^\dagger-\sum_at_i^aa^\dagger,\qquad e^{-T_1}a\,e^{T_1}=a+\sum_it_i^a\,i,$$
while $a^\dagger$ and $i$ are unchanged. With the matrix $\mathbf t$ whose nonzero elements are $\mathbf t_{ai}=t_i^a$, $\tilde H=e^{-T_1}He^{T_1}$ has the form of $H$ with $\tilde h=(1-\mathbf t)h(1+\mathbf t)$, and $\tilde g$ obtained by applying $1-\mathbf t$ from the left to $p,q$ and $1+\mathbf t$ from the right to $r,s$. An occupied left index or an empty right index is not dressed, so $\tilde g_{mnef}=g_{mnef}$. Normal ordering gives $\tilde f_{pq}=\tilde h_{pq}+\sum_m\tilde g_{pmqm}$. Then $\bar H=e^{-T_2}\tilde He^{T_2}$, and $\tilde H=\sum_{r=-2}^{2}\tilde H_r$ is sorted by rank. Each operator string below is understood as normal ordered: contractions within a string are omitted because they are already contained in $\tilde f$. Collecting index orderings that are equal by antisymmetry,
$$\tilde H_{+1}=\sum\tilde f_{ai}a^\dagger i+\tfrac12\sum\tilde g_{bcei}\,b^\dagger c^\dagger ie+\tfrac12\sum\tilde g_{majk}\,m^\dagger a^\dagger kj,$$
$$\tilde H_{-1}=\sum\tilde f_{me}m^\dagger e+\tfrac12\sum\tilde g_{mnei}\,m^\dagger n^\dagger ie+\tfrac12\sum\tilde g_{mbef}\,m^\dagger b^\dagger fe .$$

## The triply excited moments

Rank 3 arises from $[\tilde H_{+1},T_2]$ and $\frac12[[\tilde H_{-1},T_2],T_2]$; a third commutator would need rank $-3$.

**Linear part.** The term $\tilde f_{ai}a^\dagger i$ commutes with $T_2$. In the second term $e$ contracts with either creator of $T_2$, giving the factor $\frac12\cdot\frac14\cdot2=\frac14$. For $t_{jk}^{ae}a^\dagger e^\dagger kj$, moving $e$ past $a^\dagger$ costs a sign, moving $i$ past $a^\dagger$ returns it, and the remaining moves are past pairs:
$$b^\dagger c^\dagger ie\;a^\dagger e^\dagger kj\to-b^\dagger c^\dagger ia^\dagger kj=+a^\dagger b^\dagger c^\dagger kji .$$
In the third term $m^\dagger$ contracts with a hole index of $t_{im}^{bc}b^\dagger c^\dagger mi$, again with factor $\frac14$, and passes five operators to reach $m$:
$$m^\dagger a^\dagger kj\;b^\dagger c^\dagger mi\to-a^\dagger b^\dagger c^\dagger kji .$$
Each ordered triple occurs 36 times in the unrestricted sum. The summand is antisymmetric in one hole pair and one particle pair, so four copies cancel the $\frac14$, and nine distinct terms remain, generated by $P(i/jk)P(a/bc)$ with $P(i/jk)=1-(ij)-(ik)$.

**Quadratic part.** All q-annihilators must be contracted, since the result acts on $|\Phi\rangle$, and each $T_2$ must take at least one. Three q-annihilators split as two plus one; the two choices of which $T_2$ takes the pair cancel the $\frac12$. Contracting the pair first leaves an operator of the form $\frac12W_{abei}a^\dagger b^\dagger ie$ or $\frac12W_{mbij}m^\dagger b^\dagger ji$, to which the linear result applies. There are four splits and one Fock term.

1. Pair $mn$: $m^\dagger n^\dagger ie\,a^\dagger b^\dagger nm\to+a^\dagger b^\dagger ie$ (the pair $m^\dagger n^\dagger$ moves freely and $m^\dagger n^\dagger nm\to1$). The factor is $\frac12\cdot\frac14\cdot2=\frac14$, so $W_{abei}$ gains $\frac12\sum\tilde g_{mnei}t_{mn}^{ab}$.
2. Pair $mf$: in $m^\dagger b^\dagger fe\,a^\dagger f^\dagger im$, $f$ passes two operators and $m^\dagger$ four, leaving $b^\dagger ea^\dagger i=-b^\dagger a^\dagger ei=a^\dagger b^\dagger ei=-a^\dagger b^\dagger ie$. The factor is $\frac12\cdot2\cdot\frac14\cdot4=1$; matching to $\frac12W$ with $W$ antisymmetric gives $-P(ab)\sum\tilde g_{mbef}t_{mi}^{af}$, $P(ab)=1-(ab)$.
3. Pair $ef$: $m^\dagger b^\dagger fe\,e^\dagger f^\dagger ji\to+m^\dagger b^\dagger ji$ with factor $\frac14$, so $W_{mbij}$ gains $\frac12\sum\tilde g_{mbef}t_{ij}^{ef}$.
4. Pair $ne$: write the operator as $\frac12\tilde g_{mnie}m^\dagger n^\dagger ei$. In $m^\dagger n^\dagger ei\,b^\dagger e^\dagger nj$ both contractions pass two operators, leaving $m^\dagger ib^\dagger j=+m^\dagger b^\dagger ji$. The factor is 1, giving $P(ij)\sum\tilde g_{mnie}t_{jn}^{be}$.
5. Fock term: $m$ goes to one $T_2$ and $e$ to the other, and the two assignments cancel the $\frac12$. Contracting $m$ first, $m^\dagger e\,a^\dagger b^\dagger im\to ea^\dagger b^\dagger i=-a^\dagger b^\dagger ie$ with factor $\frac14\cdot2$, gives $-\sum\tilde f_{me}t_{mi}^{ab}$ in $W_{abei}$. This already is the whole term, so it is not added to $W_{mbij}$.

Together,
$$M_{ijk}^{abc}=P(i/jk)P(a/bc)\Big[\sum_et_{jk}^{ae}W_{bcei}-\sum_mt_{im}^{bc}W_{majk}\Big],\tag{7}$$
$$W_{abei}=\tilde g_{abei}+\tfrac12\sum\tilde g_{mnei}t_{mn}^{ab}-P(ab)\sum\tilde g_{mbef}t_{mi}^{af}-\sum\tilde f_{me}t_{mi}^{ab},$$
$$W_{mbij}=\tilde g_{mbij}+\tfrac12\sum\tilde g_{mbef}t_{ij}^{ef}+P(ij)\sum\tilde g_{mnie}t_{jn}^{be}.$$

## The left numerator

$\Lambda_1$ needs the rank $-2$ part of $\bar H$ and $\Lambda_2$ the rank $-1$ part. A commutator with $T_2$ would require rank $-3$ or lower in $\tilde H$, so these parts are $\tilde H_{-2}=\frac14\sum g_{mnef}m^\dagger n^\dagger fe$ and $\tilde H_{-1}$. For real quantities
$$X_K=\langle K|\tilde H_{-2}^\dagger\Lambda_1^\dagger+\tilde H_{-1}^\dagger\Lambda_2^\dagger|\Phi\rangle .$$
$\Lambda^\dagger$ has the form of $T$, and $\tilde H_{-1}^\dagger$ has the form of $\tilde H_{+1}$ with left and right index pairs exchanged, so the linear result carries over. Here there is a product and no commutator, so the pure excitation terms survive; each has the string $a^\dagger i\,b^\dagger c^\dagger kj=+a^\dagger b^\dagger c^\dagger kji$ ($i$ passes four operators) and factor $\frac14$:
$$X_{ijk}^{abc}=P(i/jk)P(a/bc)\Big[\lambda_i^ag_{jkbc}+\lambda_{jk}^{bc}\tilde f_{ia}+\sum_e\lambda_{jk}^{ae}\tilde g_{eibc}-\sum_m\lambda_{im}^{bc}\tilde g_{jkma}\Big].\tag{8}$$
The first two terms share no summed index; they are disconnected.

The exact expression for the energy missing from CCSD has been reduced to the CR-CC(2,3) correction (6), and its moments $M_K$ and left numerators $X_K$ are now explicit. What remains is the denominator $D_K$, followed by the correction's perturbation order, its behaviour for separated fragments, the cost of the diagonal approximation, and the CO example.
